# Why semilocal functionals lower oxygen dissociation barriers on low-work-function metals

A semilocal density functional makes it too cheap to place a fraction of an electron on an oxygen molecule. If the transition state on a metal carries such a fraction, and screening by the metal does not outweigh the error, the barrier measured from the neutral fragments is lowered. At a fixed geometry the error is largest when the molecular level lies near the Fermi level, which a small difference between the work function $W$ and the molecular affinity $A$ favours. For a one-orbital model of O$_2$ on an aluminium-like surface, derived below with round parameters, a barrier of 0.25 eV disappears.

This is a conditional trend. Other semilocal errors, in the Pauli repulsion or in bond energies, can add to it or cancel it, and no sharp threshold in $W-A$ follows.

## The error in the isolated molecule

Let $q$ be the average number of extra electrons on the molecule, with $0\le q\le1$. An isolated molecule with fractional $q$ is a statistical mixture of the neutral molecule and the anion, so its exact energy is a straight line, $E(q)=E(0)-Aq$. A semilocal functional gives good energies at the two ends but sags in between. The simplest form with this property is

$$E_{\rm sl}(q)=E(0)-Aq-\frac C2\,q(1-q),\qquad C>0 .$$

The curvature $C$ follows in two ways. At $q=\tfrac12$ the last term is $-C/8$, hence

$$C=8\left[\frac{E(0)+E(1)}2-E(\tfrac12)\right].$$

Also, the energy of the fractionally filled $\pi^*$ orbital is the derivative

$$\varepsilon(q)=\frac{dE_{\rm sl}}{dq}=-A-\frac C2+Cq ,$$

so that $C=\varepsilon(1)-\varepsilon(0)$.

With PBE in the aug-cc-pVDZ basis, at a bond length of 0.135 nm, the midpoint gives 9.09 eV. The orbital energies give $3.49-(-5.56)=9.05$ eV. At $q=\tfrac14$ the energy change is $-1.08$ eV in PBE and $-1.07$ eV in the quadratic form, so the parabola is adequate. The positive orbital energy at $q=1$ means that the last part of the electron is held by the finite basis; $C$ belongs to this level of theory. The larger aug-cc-pVTZ basis with a finer grid lowers it to 9.03 eV (midpoint) and 8.97 eV (orbital energies), leaves the affinity used below at 0.42 eV, and moves the barrier results by less than 0.01 eV.

Hartree–Fock has the opposite curvature, $-3.44$ eV. For fixed orbitals the Coulomb and exchange self-terms of the fractional orbital cancel, and the energy is linear in $q$. Relaxing the orbitals takes the minimum over many straight lines, and such a minimum is concave.

## What the metal changes

Taking an electron from the Fermi level costs $W$. At height $z$ above the image plane, a full electron gains the image energy

$$P(z)=\frac{e^2}{16\pi\varepsilon_0 z}.$$

Two cases must be distinguished. If the metal screens faster than the electron hops, it responds to each integer charge state, and the average gain is $(1-q)\cdot0+q\cdot P=Pq$. A mean-field description instead screens the average charge. The induced potential is then proportional to $q$, and the gain is $Pq^2$. I assume that the semilocal calculation behaves in this second way. Using $q^2=q-q(1-q)$,

$$-Aq-\frac C2q(1-q)-Pq^2=-(A+P)q-\frac{C-2P}2\,q(1-q).$$

The metal therefore raises the effective affinity to $A+P$ and reduces the curvature to $C_z=C-2P$. With $C=9.09$ eV, $C_z$ changes sign at $z\approx0.08$ nm. Closer to the metal the error in this model would raise the energy; the example below stays where $C_z>0$. The level lies above the Fermi level by

$$D=W-A-P .$$

The slope of the semilocal energy at $q=0$, including the cost $W$, is

$$L=D-\frac{C_z}2=W-A-P-\frac C2+P=W-A-\frac C2 .$$

The image energy has dropped out. In this model the empty semilocal level stays at the same energy as the molecule approaches, whereas the correct level moves down by $P$.

The natural scale for "small" is thus $W-A\approx C/2$, here 4.54 eV. If $L<0$, charge flows even without any coupling. Far from the metal, where $P=0$, the energy $Lq+\tfrac12Cq^2$ is lowest at

$$q=-\frac LC=\frac12-\frac{W-A}C .$$

This fractional charge on a distant molecule is an artefact: the straight-line energy $(W-A)q$ is lowest at $q=0$ whenever $W>A$.

## How much charge sits at the barrier

Consider one spin-polarised $\pi^*$ level coupled to a flat metal band that extends from $-B$ to $B$ around the Fermi level. If $V$ is the coupling and $\rho$ the density of metal states, the half-width of the level is $\Gamma=\pi V^2\rho$. In a wide band the level becomes a Lorentzian. Its filled part is

$$n(D)=\int_{-\infty}^{0}\frac{\Gamma/\pi}{(\varepsilon-D)^2+\Gamma^2}\,d\varepsilon
=\frac12-\frac1\pi\arctan\frac D\Gamma .$$

The numbers below use the finite band. Let $E_i$ be the coupled levels and $\varepsilon_k$ those of the bare metal. A sum over filled (negative) levels equals half of the sum of all levels minus half of the sum of their absolute values. The sum of all levels is a trace, and adding the molecule changes it by $D$. Hence

$$E=\frac D2-\frac12\Big(\sum_i|E_i|-\sum_k|\varepsilon_k|\Big).$$

For the absolute values use

$$|x|-|y|=\frac1\pi\int_0^\infty\ln\frac{x^2+\omega^2}{y^2+\omega^2}\,d\omega ,$$

with $y=0$ as partner of the one extra level. The resulting product of factors is the squared modulus of $i\omega-D-\Sigma(i\omega)$, where

$$\Sigma(i\omega)=\frac\Gamma\pi\int_{-B}^{B}\frac{d\varepsilon}{i\omega-\varepsilon}=-i\Gamma\theta(\omega),\qquad \theta(\omega)=\frac2\pi\arctan\frac B\omega .$$

The real part of the integral vanishes by symmetry. Therefore

$$E(D)=\frac D2-\frac1{2\pi}\int_0^\infty\ln\frac{(\omega+\Gamma\theta)^2+D^2}{\omega^2}\,d\omega ,$$

and the charge is $n=dE/dD$, because $D$ multiplies the occupation in the Hamiltonian.

## Why charge transfer amplifies the error

Let $F(n)$ be the lowest error-free energy of the coupled system at molecular charge $n$. The correct energy $E$ is the minimum of $F$. The semilocal energy is the minimum of $F+g$, with

$$g(n)=-\frac{C_z}2\,n(1-n).$$

Call the minimising charges $n$ and $m$. The extra term shifts the level by $g'(m)=C_z(m-\tfrac12)$, so

$$m=n\big(D+C_z(m-\tfrac12)\big).$$

For $C_z>0$ the right side falls as $m$ grows while the left side rises, so there is one solution and no runaway. For $D>0$ the correct charge is below one half. The shift is then negative and draws in more charge, so $n<m<\tfrac12$.

Each minimiser can serve as a trial for the other problem:

$$E_{\rm sl}\le F(n)+g(n)=E+g(n),\qquad E\le F(m)=E_{\rm sl}-g(m).$$

Together these give

$$g(m)\le E_{\rm sl}-E\le g(n)\le0 .$$

The term $g(n)$ is the functional's error at the correct charge. The remainder arises because the functional also produces the wrong charge. This second contribution is the amplification.

A discrete metal with 400 levels, minimised directly over determinants, tests the solution. For $D=1.6$, $\Gamma=0.8$ and $C_z=4.0$ eV it gives an error of $-0.316$ eV, against $-0.318$ eV from the formulas.

The error is not monotonic in $D$ at fixed geometry. With the same $\Gamma$ and $C_z$ it is $-0.50$ eV at $D=0$, but $-0.12$ eV at both $D=4$ and $D=-4$ eV. A nearly complete transfer is again close to an integer charge. The relevant condition is fractional charge at the saddle, and a small $W-A$ is an indicator of it.

## The limit of a large gap

When $L\gg\Gamma$, the charge is small and $g\approx-\tfrac12C_zn$. The functional then simply places the level at $L$ instead of $D$. Second-order mixing with filled metal states at depth $\varepsilon$ lowers the energy by

$$\frac\Gamma\pi\int_0^B\frac{d\varepsilon}{D+\varepsilon}=\frac\Gamma\pi\ln\left(1+\frac BD\right).$$

Replacing $D$ by $L$ and subtracting gives

$$E_{\rm sl}-E\simeq-\frac\Gamma\pi\left[\ln\left(1+\frac BL\right)-\ln\left(1+\frac BD\right)\right].$$

Take $W-A=9$ eV, $P=2.40$ eV, $\Gamma=0.8$ eV and $B=10$ eV. Then $L=4.46$ eV and $D=6.60$ eV, and the error is $-0.255\,(1.18-0.92)\approx-0.06$ eV. The full path calculation below also gives $-0.06$ eV. At $W-A=5$ eV, $L$ is only 0.46 eV, smaller than $\Gamma$. The limit then fails: with the same $P$ and $\Gamma$ it gives about $-0.40$ eV where the full barrier error is $-0.20$ eV.

## From point errors to barriers

Take the neutral fragments at their correct energy as zero. Since $E_{\rm sl}\le E$ at every point where $C_z>0$, the highest point of any path through such points is lowered or unchanged, and so is the lowest pass between reactants and products.

On a given path, let $\delta(z)=E_{\rm sl}-E$, and let $z_0$ and $z_1$ be the correct and the semilocal maxima. The semilocal maximum is at least $E_{\rm sl}(z_0)=E(z_0)+\delta(z_0)$. The correct maximum is at least $E(z_1)=E_{\rm sl}(z_1)-\delta(z_1)$. The change $\Delta E_b$ of the maximum therefore obeys

$$\delta(z_0)\le\Delta E_b\le\delta(z_1).$$

Evaluating the error at the correct saddle alone can overstate the loss of barrier, because the saddle moves.

## An aluminium-like example

The work function is set to 4.3 eV, a rough value for aluminium. PBE gives $A=0.42$ eV between the neutral molecule at 0.121 nm and the anion at 0.135 nm, so $W-A=3.88$ eV. Since the two ends have different bond lengths, using this $A$ at fractional charge is a model choice, examined below. The entrance to dissociation is represented by a neutral repulsion and a decaying width:

$$N(z)=0.7\,{\rm eV}\;e^{-(z-0.15)^2/(2\times0.03^2)},\qquad
\Gamma(z)=0.8\,{\rm eV}\;e^{-(z-0.15)/0.05},$$

with $z$ in nm and $B=10$ eV. These are round model parameters, and the barrier height depends on them. Bond breaking behind the entrance barrier is not resolved.

The correct saddle lies at $z=0.162$ nm. There $P=2.22$ eV, so

- $D=3.88-2.22\approx1.65$ eV, with $\Gamma=0.63$ eV;
- $C_z=9.09-2(2.22)\approx4.64$ eV;
- $n=0.102$, whereas the semilocal charge is $m=0.262$.

The error at the correct charge is $-\tfrac12(4.64)(0.102)(0.898)=-0.21$ eV. The full error at this point is $-0.34$ eV, so the wrong charge contributes 0.13 eV, more than a third. The lower bound from $m$ is $-0.45$ eV.

The correct barrier is 0.25 eV. The semilocal curve has no barrier above the neutral fragments: its highest point is the outer end of the path, 0.60 nm, at $-0.03$ eV. That small negative energy is the spurious charge transfer. The minimum of $Lq+\tfrac12C_zq^2$ is $-L^2/(2C_z)$; with $L=-0.66$ eV and $C_z=7.9$ eV at this height it is $-0.03$ eV. The change of the path maximum is thus $-0.28$ eV ($-27$ kJ/mol), of which 0.25 eV is the lost barrier. Closer in, the semilocal curve has a well of about $-0.26$ eV followed by an inner maximum at about $-0.08$ eV. A rise out of the well therefore remains, but its top lies below the fragments.

Changing $W-A$ with all other parameters fixed isolates its effect:

| $W-A$ (eV) | correct barrier (eV) | semilocal maximum (eV) | change (eV) |
|---|---|---|---|
| 4 | 0.26 | −0.02 | −0.28 |
| 5 | 0.34 | 0.14 | −0.20 |
| 6 | 0.39 | 0.25 | −0.14 |
| 7 | 0.42 | 0.33 | −0.10 |
| 9 | 0.48 | 0.42 | −0.06 |

From 5 eV upwards the loss declines gradually. At the lower end it no longer grows as $W-A$ shrinks: it is $-0.278$ eV at 3.88 eV and $-0.280$ eV at 4 eV. The semilocal barrier above the fragments has already vanished there, so the lost barrier cannot exceed the correct one, which itself becomes lower. The rest of the change is the energy of the spurious charge at the outer end, which grows if $W-A$ shrinks further. Any threshold depends on the accuracy required and on $\Gamma$.

## How far the model reaches

O$_2$ on Al(111) is the known hard case: molecular beams show activated sticking, while common semilocal calculations find little or no barrier. The model reproduces this pattern, but its 0.25 eV is not a prediction of the measured barrier. Hindered spin conversion of triplet O$_2$ is another possible cause of low sticking, which this model cannot exclude.

The largest neglected electronic effect that was sized is the second $\pi^*$ orbital. To lowest order in $\Gamma$ two equal orbitals act like one with doubled width, which changes the error at the correct saddle from $-0.34$ to $-0.44$ eV. Since $L$ is negative here, the lowest-order argument does not strictly apply to the semilocal level, and this is only a rough size. The doubled width also lowers the correct curve. With the same repulsion $N(z)$ the correct barrier above the fragments vanishes as well, so no barrier is left to lose. The 0.25 eV therefore belongs to the one-orbital model, and two orbitals would need a higher $N$ to describe an activated process.

The choice of affinity matters too. The vertical value at the neutral bond length is $-0.12$ eV, which raises $W-A$ to 4.42 eV. A distant molecule with little charge keeps nearly its neutral bond length, so the vertical value is the proper one there. The spurious charge at infinity is then only a few hundredths of an electron or less, and the 0.07 of the example is an overestimate. At $W-A=4.42$ eV the model gives a semilocal barrier of 0.04 eV against a correct 0.30 eV, so this choice can decide whether the semilocal barrier vanishes or is merely much too small.

The classical image law is stretched at 0.16 nm, a distance comparable with the bond length, so $P$ at the saddle is itself a rough value. Three other assumptions are safer for these numbers. The free-electron estimate of the aluminium plasmon energy is about 16 eV in the bulk and $16/\sqrt2\approx11$ eV at the surface; measured values are lower by about 1 eV, which hardly changes what follows. Both are well above $\Gamma$ and $D$, which supports fast screening as an approximation, though less well for electrons from deep in the band. The approximation still has a cost: a hop that leaves the surface plasmon unexcited has its width reduced by a factor of about $e^{-2.2/11}\approx0.82$. To second order in the coupling, and with hops that excite plasmons included, the correct energy at the saddle is then lowered by about 0.05 eV less, so the correct barrier would be somewhat higher. At 300 K, $k_BT=0.026$ eV is far below $\Gamma$. For a molecule with 0.1 eV of kinetic energy, $\Gamma^2/(\hbar v\,|dD/dz|)\approx56$, so the charge can follow the motion if spin does not prevent it.

## What to do

1. **Estimate the risk.** With the functional in use, compute $W$ and the energy $\varepsilon(0)$ of the empty $\pi^*$ orbital of the neutral molecule, and form $L=W+\varepsilon(0)$. In the quadratic form this equals $W-A-C/2$ with $A$ and $C$ taken at the same bond length, but it avoids the anion, whose last part of an electron is held only by the finite basis. The bond length matters: with $W=4.3$ eV and PBE in aug-cc-pVTZ, $L$ is $-0.23$ eV at 0.121 nm and $-1.23$ eV at 0.135 nm, and the $-0.66$ eV of the example, built from the adiabatic $A$, lies between. Use the neutral bond length for the distant molecule and the bond length at the saddle for the barrier. If $L$ is negative or comparable with $\Gamma$, a semilocal barrier needs independent support. A larger $L$ reduces this error gradually: in the table it is still 0.10 eV at $W-A=7$ eV, where $L\approx2.5$ eV. It does not vouch for the other errors.
2. **Inspect the charge.** Look for fractional transfer at the saddle, and for charge on a molecule placed far from the slab. If the distant molecule is charged, take the reference energy from separate neutral calculations.
3. **Change the curvature, not just the repulsion.** A more repulsive semilocal functional can raise the barrier and hide the error by cancellation, which need not carry over to another metal. Exact exchange acts on the curvature itself. If $C$ interpolates linearly between PBE and Hartree–Fock, a quarter of exact exchange gives $0.75(9.09)-0.25(3.44)\approx6.0$ eV. This estimate, not a hybrid calculation, lowers the curvature of the isolated molecule by about a third. If the hybrid also screens the average charge, $C_z=C-2P$ at the saddle above falls from 4.64 to about 1.5 eV. The error shrinks but does not vanish.
4. **Check one saddle at a higher level.** An embedded correlated wavefunction calculation at the same geometry gives an estimate of the point error. A screened hybrid shows only the part of the error that it removes. By the bounds above, the barrier itself requires the saddle to be located again.

The numerical output below gives the remaining values.

## Computed results

```
O2 bond, neutral / anion-like: 0.121 / 0.135 nm
PBE affinity, vertical at neutral bond: -0.12 eV
PBE affinity, neutral to anion-like bond: 0.42 eV
PBE affinity, both at anion-like bond: 0.86 eV
PBE curvature C from midpoint energy: 9.09 eV
PBE curvature C from orbital energies: 9.05 eV
Hartree-Fock curvature from midpoint: -3.44 eV
PBE pi* orbital energy at q=0.0: -5.56 eV
PBE pi* orbital energy at q=0.5: -0.76 eV
PBE pi* orbital energy at q=1.0: 3.49 eV
Simpson mean of orbital energy: -0.856 eV
E(1/4)-E(0), PBE / quadratic: -1.082 / -1.066 eV
Gap scale C/2: 4.54 eV
Test level: gap 1.6, width 0.8, C 4.0 eV
  error, formula / discrete metal: -0.3175 / -0.3161 eV
  charge n, formula / discrete: 0.132 / 0.131
  charge m, formula / discrete: 0.268 / 0.266
  fixed geometry, gap -4.0 eV: error -0.120 eV
  fixed geometry, gap -2.0 eV: error -0.267 eV
  fixed geometry, gap  0.0 eV: error -0.500 eV
  fixed geometry, gap  2.0 eV: error -0.267 eV
  fixed geometry, gap  4.0 eV: error -0.120 eV
Path: bump 0.7 eV at 0.15 nm, spread 0.03 nm
Path: width 0.8 eV at bump, decay 0.05 nm, half-band 10.0 eV
Al-like: W 4.3 eV (rough), W-A 3.88 eV
  spurious charge at infinity: 0.073
  saddle height, exact / semilocal: 0.162 / 0.600 nm
  at exact saddle: image energy 2.22 eV
  at exact saddle: gap 1.65, width 0.63, C 4.64 eV
  charge there, exact / semilocal: 0.102 / 0.262
  error at correct charge: -0.213 eV
  full error at that point: -0.339 eV
  bound from semilocal charge: -0.449 eV
  barrier exact / semilocal: 0.249 / -0.028 eV
  barrier error: -0.278 eV = -26.8 kJ/mol
W-A (eV): barrier exact, semilocal, error (eV); n, m at exact saddle
  4: 0.261, -0.019, -0.280; 0.095, 0.247
  5: 0.336, 0.136, -0.200; 0.060, 0.152
  6: 0.387, 0.252, -0.135; 0.043, 0.096
  7: 0.424, 0.327, -0.097; 0.032, 0.063
  8: 0.453, 0.379, -0.073; 0.026, 0.046
  9: 0.476, 0.418, -0.058; 0.021, 0.034
Neglected: width doubled, point error -0.437 eV
Neglected: plasmon 16.1 eV (lattice 0.4 nm, rough), ratio to width 26
Neglected: kT at 300 K 0.0259 eV
Neglected: adiabaticity ratio 56 at 0.1 eV, speed 777 m/s
Neglected: adiabatic minus vertical A 0.54 eV
```
